# Occupancy-weighted symmetric orthogonalisation of atomic orbitals as a least-squares problem, part 1

(Sections cited here and not found follow in the second part.)

## The least-squares problem

Orbitals centred on different atoms overlap. One way to divide the electrons of a molecule among atomic orbitals, so that the populations add up to the number of electrons, is to replace the overlapping orbitals by orthonormal ones and take the occupancy of each. There are infinitely many ways to do so, and each changes the orbitals. This problem asks for the way that changes them least when a change in a well-occupied orbital counts for more than a change in a nearly empty one. The resulting method is the one used to construct natural atomic orbitals.

Let $\varphi_1,\dots,\varphi_n$ be linearly independent, normalised orbitals in a Hilbert space $\mathcal H$, and let $w_1,\dots,w_n$ be positive weights. The weights are fixed numbers during the minimisation. For an orthonormal set $\varphi'_1,\dots,\varphi'_n$ in $\mathcal H$ define the loss

$$J=\sum_{i=1}^n w_i\,\|\varphi'_i-\varphi_i\|^2 .$$

The new orbitals need not be combinations of the old ones; whether they are is part of the question.

It helps to collect the orbitals in a row, $\Phi=(\varphi_1,\dots,\varphi_n)$. This is a linear map from columns of numbers to $\mathcal H$: $\Phi c=\sum_i\varphi_i c_i$. Its adjoint takes a function $f$ to the column with entries $\langle\varphi_i|f\rangle$. The overlap matrix is therefore $S=\Phi^\dagger\Phi$, with $S_{ij}=\langle\varphi_i|\varphi_j\rangle$. The new set is $\Phi'$, and its orthonormality reads $\Phi'^\dagger\Phi'=1$. The weights form the diagonal matrix $W=\mathrm{diag}(w_1,\dots,w_n)$.

### (a) Which part of the loss depends on the new orbitals?

Expand $J$, and write the part that depends on $\Phi'$ as a trace.

**Solution.** For each orbital,

$$\|\varphi'_i-\varphi_i\|^2=\langle\varphi'_i|\varphi'_i\rangle+\langle\varphi_i|\varphi_i\rangle-\langle\varphi_i|\varphi'_i\rangle-\langle\varphi'_i|\varphi_i\rangle .$$

The first term is 1 by the constraint and the second is $S_{ii}$. The last two are complex conjugates of each other, so together they give $-2\,\mathrm{Re}\langle\varphi_i|\varphi'_i\rangle$. Multiplying by $w_i$ and summing,

$$J=\sum_i w_i(1+S_{ii})-2\,\mathrm{Re}\sum_i w_i\langle\varphi_i|\varphi'_i\rangle .$$

For normalised orbitals $S_{ii}=1$. I keep $S_{ii}$ because orbitals of other lengths appear later, and the argument does not need the normalisation.

Define the weighted row $A=\Phi W=(w_1\varphi_1,\dots,w_n\varphi_n)$. Since the weights are real, the diagonal elements of $A^\dagger\Phi'$ are $w_i\langle\varphi_i|\varphi'_i\rangle$, and

$$J=\sum_i w_i(1+S_{ii})-2\,\mathrm{Re}\,\mathrm{tr}(A^\dagger\Phi').$$

The first sum is fixed. The quadratic terms in $\Phi'$ have become constants through the constraint, so minimising $J$ means maximising a function that is linear in $\Phi'$. The weight enters $A$ to the first power, as it does $J$.

### (b) Which orthonormal set minimises the loss?

Find the maximum of $\mathrm{Re}\,\mathrm{tr}(A^\dagger\Phi')$ over all orthonormal sets in $\mathcal H$. Decide whether the maximiser is unique and whether it leaves the span of the old orbitals.

**Solution.** Consider the matrix $A^\dagger A=W\Phi^\dagger\Phi W=WSW$. It is Hermitian. For any column $c\neq0$,

$$c^\dagger WSW c=\|\Phi Wc\|^2>0,$$

because $Wc\neq0$ when all weights are positive, and $\Phi$ sends no nonzero column to zero when the orbitals are independent. Hence $WSW$ has an orthonormal basis of eigenvectors $v_k$ with positive eigenvalues, which I write as $\sigma_k^2$ with $\sigma_k>0$.

Define the functions $u_k=Av_k/\sigma_k$. They are orthonormal, since

$$\langle u_k|u_l\rangle=\frac{v_k^\dagger A^\dagger A v_l}{\sigma_k\sigma_l}=\frac{\sigma_l^2\,\delta_{kl}}{\sigma_k\sigma_l}=\delta_{kl}.$$

Because $\sum_k v_kv_k^\dagger=1$, we have $A=\sum_k Av_kv_k^\dagger=\sum_k\sigma_k u_kv_k^\dagger$. This is the singular value decomposition of $A$. With $\mathrm{tr}(v_k\,x^\dagger)=x^\dagger v_k$, the trace becomes

$$\mathrm{Re}\,\mathrm{tr}(A^\dagger\Phi')=\sum_k\sigma_k\,\mathrm{Re}\langle u_k|\Phi'v_k\rangle .$$

Each $\Phi'v_k$ is a unit vector, because $\|\Phi'v_k\|^2=v_k^\dagger\Phi'^\dagger\Phi'v_k=1$. For two unit vectors $a$ and $b$,

$$0\le\|a-b\|^2=2-2\,\mathrm{Re}\langle a|b\rangle ,$$

so $\mathrm{Re}\langle a|b\rangle\le1$, with equality if and only if $a=b$. Every $\sigma_k$ is positive, and therefore

$$\mathrm{Re}\,\mathrm{tr}(A^\dagger\Phi')\le\sum_k\sigma_k,$$

with equality if and only if $\Phi'v_k=u_k$ for every $k$. These conditions fix $\Phi'$ on a complete basis:

$$\Phi'=\sum_k u_kv_k^\dagger .$$

This set is admissible, since $\Phi'^\dagger\Phi'=\sum_k v_kv_k^\dagger=1$. The minimiser of $J$ thus exists and is unique. Each $u_k$ is a combination of the old orbitals, so the best orthonormal set lies in their span, although it was free to leave it.

### (c) What is the transformation matrix?

Write the minimiser as $\Phi'=\Phi T$ and find $T$ in terms of $S$ and $W$. Find the minimum loss. What happens for equal weights, and when an orbital is multiplied by a positive number?

**Solution.** A power of the positive matrix $A^\dagger A$ is defined through its eigenvectors, so $(A^\dagger A)^{-1/2}=\sum_l\sigma_l^{-1}v_lv_l^\dagger$. Then

$$A(A^\dagger A)^{-1/2}=\sum_{kl}\frac{\sigma_k}{\sigma_l}\,u_kv_k^\dagger v_lv_l^\dagger=\sum_k u_kv_k^\dagger=\Phi' .$$

Inserting $A=\Phi W$ and $A^\dagger A=WSW$ gives $\Phi'=\Phi T$ with

$$T=W(WSW)^{-1/2}.$$

Orthonormality can be checked directly: $T^\dagger ST=(WSW)^{-1/2}\,WSW\,(WSW)^{-1/2}=1$.

The largest trace is $\sum_k\sigma_k=\mathrm{tr}(WSW)^{1/2}$, so

$$J_{\min}=\sum_i w_i(1+S_{ii})-2\,\mathrm{tr}(WSW)^{1/2}.$$

A numerical search over orthonormal sets gives an independent check. Three complex orbitals in a five-dimensional space, with weights 2, 1 and 0.3, gave a smallest loss of 0.657243. The formula gives the same number, and the orbitals agree within about $10^{-6}$ in every component.

If all weights equal $w$, then $T=w(w^2S)^{-1/2}=S^{-1/2}$. This is Löwdin's symmetric orthogonalisation, which is thereby shown to minimise the unweighted sum of squared displacements. More generally, multiplying all weights by $c>0$ multiplies $W$ by $c$ and $(WSW)^{-1/2}$ by $1/c$. The matrix $T$ does not change, so the result depends on weight ratios alone.

The new set depends on the old orbitals and the weights through $A$, whose columns are the products $w_i\varphi_i$. Replacing $\varphi_i$ by $c_i\varphi_i$ and $w_i$ by $w_i/c_i$ leaves $A$ and the minimiser unchanged, although the value of $J$ may change. An orbital that is stretched by a factor $c_i$ at fixed weight therefore acts like the original orbital with weight $c_iw_i$.

The weights do not cure near linear dependence. From $T^\dagger ST=1$ follows $S=(T^\dagger)^{-1}T^{-1}$, and inverting gives

$$TT^\dagger=S^{-1}.$$

The largest singular value of $T$ is thus $1/\sqrt{s_{\min}}$, where $s_{\min}$ is the smallest eigenvalue of $S$, whatever the weights. If $s_{\min}$ is tiny, at least one new orbital contains large coefficients of opposing functions, and the new set can respond strongly to small changes that tilt the span of the old orbitals.

### (d) What balance holds between two orbitals at the minimum?

Let $Z_{ij}=\langle\varphi_i|\varphi'_j\rangle$ be the overlap of an old orbital with a new one. Find the relation between $Z_{ij}$ and $Z_{ji}$, and explain it by a small rotation of two new orbitals.

**Solution.** In matrix form $Z=\Phi^\dagger\Phi'=ST$. Multiplying by $W$ from the left,

$$WZ=WSW(WSW)^{-1/2}=(WSW)^{1/2}.$$

The right-hand side is Hermitian and positive definite. Hermiticity, with real weights, gives

$$w_iZ_{ij}=w_jZ_{ji}^* .$$

Positivity makes the diagonal elements $w_iZ_{ii}$ positive, so each new orbital has a positive overlap with its own parent.

To see the meaning, mix two new orbitals with a small complex number $\kappa$:

$$\varphi'_i\to\varphi'_i+\kappa\varphi'_j,\qquad \varphi'_j\to\varphi'_j-\kappa^*\varphi'_i .$$

The overlap of the changed pair is $-\kappa^*+\kappa^*=0$ to first order, and the norms change in second order, so the set stays orthonormal to first order. The function to be maximised, $\mathrm{Re}\sum_iw_iZ_{ii}$, changes by

$$\mathrm{Re}\,(w_i\kappa Z_{ij}-w_j\kappa^*Z_{ji})=\mathrm{Re}\,[\kappa\,(w_iZ_{ij}-w_jZ_{ji}^*)],$$

because a number and its conjugate have the same real part. At a maximum this vanishes for every phase of $\kappa$, which requires the bracket to vanish. The gain of one orbital from a small rotation cancels the loss of the other. If the two cross overlaps of a pair are not zero, the smaller one is that of the heavier old orbital with the lighter new one. With three or more orbitals this holds pair by pair, but not necessarily for the sum over all partners.

For an orthonormal set within the span of the old orbitals, the balance condition by itself marks a stationary point: its case $i=j$ makes $Z_{ii}$ real, which covers a change of phase, and a small change out of the span has no overlap with the old orbitals. Reversing the sign of all new orbitals also satisfies it, but makes $WZ$ negative definite. Within the span positivity selects the minimum of $J$: there $ZZ^\dagger=\Phi^\dagger\Phi'\Phi'^\dagger\Phi=S$, so a Hermitian $WZ$ has square $WSW$, and the positive root is the one found above.

### (e) How do two orbitals share the rotation?

Take two real orbitals with overlap $s=\sin\theta$, where $0<\theta<\pi/2$. Find the angles $\alpha$ and $\beta$ through which the first and the second are turned. Evaluate them for $s=0.6$ and weight ratios $w_1/w_2=1$, 10 and 100.

**Solution.** By part (b) the new orbitals lie in the plane of the old ones, and they are real because $S$ and $W$ are real. Choose orthonormal axes $e_1,e_2$ such that

$$\varphi_1=e_1,\qquad \varphi_2=\sin\theta\,e_1+\cos\theta\,e_2 .$$

The angle between the orbitals is $\pi/2-\theta$, so it must open by $\theta$. The determinant of $Z$ is positive because $WZ$ is positive definite. In this plane $\det Z$ is the determinant of the old pair, $\cos\theta>0$, times that of the new pair. The new pair is therefore a rotated copy of the axes, without a reflection:

$$\varphi'_1=\cos\alpha\,e_1-\sin\alpha\,e_2,\qquad \varphi'_2=\sin\alpha\,e_1+\cos\alpha\,e_2 .$$

The first orbital has turned away from the second by $\alpha$. The second started at an angle $\theta$ from $e_2$ and ends at $\alpha$, so it has turned by $\beta=\theta-\alpha$. The cross overlaps are

$$Z_{12}=\sin\alpha,\qquad Z_{21}=\sin\theta\cos\alpha-\cos\theta\sin\alpha=\sin\beta .$$

The balance condition becomes $w_1\sin\alpha=w_2\sin\beta$, like two torques on a lever. Written out,

$$w_1\sin\alpha=w_2(\sin\theta\cos\alpha-\cos\theta\sin\alpha).$$

Positivity requires $Z_{11}=\cos\alpha>0$, so we may divide by $\cos\alpha$ and collect the terms in $\tan\alpha$:

$$\tan\alpha=\frac{w_2\,s}{w_1+w_2\sqrt{1-s^2}} .$$

For equal weights the right side is $\sin\theta/(1+\cos\theta)=\tan(\theta/2)$, and each orbital turns by half of $\theta$. For $w_1\gg w_2$ the leading term is $\alpha\approx(w_2/w_1)s$. The heavy orbital stays almost in place and the light one does nearly all the turning.

With $s=0.6$ we have $\sqrt{1-s^2}=0.8$ and $\theta=36.87^\circ$. A ratio of 1 gives $\tan\alpha=0.6/1.8$, so $\alpha=\beta=18.43^\circ$. A ratio of 10 gives $\tan\alpha=0.6/10.8$, so $\alpha=3.18^\circ$ and $\beta=33.69^\circ$. A ratio of 100 gives $\tan\alpha=0.6/100.8$, so $\alpha=0.34^\circ$ and $\beta=36.53^\circ$.

## Limits, occupancies and a molecule

The old orbitals $\Phi$ have overlap $S$ and positive weights $W=\mathrm{diag}(w_i)$. The orthonormal set $\Phi'=\Phi T$ with $T=W(WSW)^{-1/2}$ minimises $J=\sum_iw_i\|\varphi'_i-\varphi_i\|^2$, and $TT^\dagger=S^{-1}$. The overlaps $Z_{ij}=\langle\varphi_i|\varphi'_j\rangle$ form the matrix $Z=ST$. The matrix $WZ$ is Hermitian and positive definite, so $w_iZ_{ij}=w_jZ_{ji}^*$. The new set depends on the products $w_i\varphi_i$ alone, and equal weights give Löwdin's $T=S^{-1/2}$.

### (f) What happens when the weights are widely separated?

Number the orbitals by falling weight and let every ratio $w_{i+1}/w_i$ tend to zero at fixed $S$. Find the limit of $T$.

**Solution.** Take $i<j$, so that orbital $i$ is the heavier. The old and new orbitals are normalised, so $|Z_{ji}|\le1$ by the Cauchy–Schwarz inequality. The balance condition then gives

$$|Z_{ij}|=\frac{w_j}{w_i}|Z_{ji}|\le\frac{w_j}{w_i}\to0 .$$

A heavy old orbital loses its overlap with every lighter new one, and $Z$ becomes lower triangular. A second property holds for all weights:

$$ZZ^\dagger=STT^\dagger S=SS^{-1}S=S .$$

It remains to show that $Z$ converges. Its elements are bounded by 1, so any sequence of weights with vanishing ratios has a subsequence along which $Z$ converges to some matrix $L$. This $L$ is lower triangular and satisfies $LL^\dagger=S$. Its diagonal elements are limits of positive numbers, hence not negative. They are not zero either, because $|\det L|^2=\det S>0$.

There is one such matrix. If $L_1$ and $L_2$ both qualify, $M=L_2^{-1}L_1$ satisfies $MM^\dagger=L_2^{-1}S(L_2^\dagger)^{-1}=1$. It is lower triangular, and so is its inverse. But its inverse is $M^\dagger$, which is upper triangular. So $M$ is diagonal with entries of modulus one. These entries are ratios of positive numbers, hence $M=1$. Every convergent subsequence has the same limit, and therefore $Z\to L$, the Cholesky factor of $S$. Finally,

$$T=S^{-1}Z\to(LL^\dagger)^{-1}L=(L^\dagger)^{-1}.$$

To recognise this limit, expand an old orbital in the new ones. Because $\langle\varphi'_i|\varphi_j\rangle=L_{ji}^*$ vanishes for $i>j$,

$$L_{jj}\,\varphi'_j=\varphi_j-\sum_{i<j}\varphi'_i\langle\varphi'_i|\varphi_j\rangle .$$

This is the Gram–Schmidt procedure: take the orbitals in order of falling weight, remove from each its components along those already treated, and normalise the rest.

The condition concerns ratios. Making all weights large together changes nothing. For the three complex orbitals of part (c) with weights $1,\epsilon,\epsilon^2$, the largest component difference from Gram–Schmidt was 0.044, 0.0047 and 0.00047 for $\epsilon=0.1$, 0.01 and 0.001. Between the last two the error falls in proportion to $\epsilon$.

The orthonormal set that minimises the weighted loss is unique, and it runs from Löwdin's symmetric orthogonalisation at equal weights to Gram–Schmidt when all weights are widely separated. What remains is the case of two widely separated groups, the choice of weights for the orbitals of an atom, and the effect of those weights in water.

Numerical values quoted here were computed with a short program.
